Proton-driven spin diffusion between rare spins, static and under magic-angle spinning, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The static pair

### What symmetry and dimensions allow

Two rare spins S1 and S2, each of spin 1/2, sit among protons in a strong field along z. Polarization passes from one to the other through the flip-flop term of their dipolar coupling, S1⁺S2⁻ + S1⁻S2⁺. Rotate S2 alone by π about z. This changes S2± into −S2± and leaves S2z unchanged. In a strong field every other term of the Hamiltonian contains the rare spins through S1z and S2z, and so do the two polarizations. The rotation therefore reverses the sign of the flip-flop coefficient b and changes nothing else. The exchange rate k must therefore be even in b. It vanishes at b = 0, so if it can be expanded in powers of b, its leading term is in general proportional to b².

With energies divided by ħ, b is an angular frequency. A rate built from b² needs one further factor with the dimension of time:

k = constant × b² × (a time).

This time must describe how the surroundings let the flip-flop conserve energy. If the two spins resonate at different frequencies, a flip-flop leaves an energy mismatch, which the protons have to absorb. A normalized spectrum of that mismatch, taken per unit angular frequency, has the dimension of time. A static coupling brings no frequency of its own, so the spectrum should be read at zero. What remains is to identify the spectrum and find the constant.

### The pair without protons

Let n be the unit vector joining the spins, r their distance and θ the angle between n and the field. The dipolar Hamiltonian is

H_D = (μ0γ²ħ/4πr³) [S1·S2 − 3(S1·n)(S2·n)].

In a strong field, the part that commutes with S1z + S2z is kept. It is found by averaging over joint rotations of both spins about z. Under this average S1xS2x and S1yS2y each become ½(S1xS2x + S1yS2y), and the mixed products either vanish or leave S1xS2y − S1yS2x, which does not occur in the symmetric product. Hence

(S1·n)(S2·n) → cos²θ S1zS2z + ½ sin²θ (S1xS2x + S1yS2y).

The bracket in H_D then has the coefficient 1 − 3cos²θ for S1zS2z, and 1 − (3/2)sin²θ = ½(3cos²θ − 1) for the transverse part. With

P2(cos θ) = ½(3cos²θ − 1), d = −μ0γ²ħ/(4πr³), b = d P2(cos θ),

and S1xS2x + S1yS2y = ½(S1⁺S2⁻ + S1⁻S2⁺), the result is

H_SS = b [2S1zS2z − ½(S1⁺S2⁻ + S1⁻S2⁺)].

Add the resonance offsets ω1S1z + ω2S2z and set Δ = ω1 − ω2. The flip-flop term acts between the states αβ and βα and gives zero on αα and ββ. Treat αβ as "up" and βα as "down" of a fictitious spin I of size 1/2. In this space:

- 2S1zS2z = −½, so it adds the constant −b/2, which has no effect on the motion.
- The flip-flop term has the off-diagonal element −b/2, so it equals −bI_x.
- The offsets equal ΔI_z.
- The polarization difference is S1z − S2z = 2I_z.

In αα and ββ the difference S1z − S2z vanishes. The sum S1z + S2z commutes with the whole Hamiltonian and is conserved. All exchange is therefore motion of I under

H = ΔI_z − bI_x.

This is precession at Ω = √(Δ² + b²) about an axis whose direction has z component Δ/Ω. A vector starting along z has a component Δ/Ω along the axis, which stays fixed, and a component b/Ω perpendicular to it, which rotates. Projected back on z, these give

D(t) = (Δ² + b² cos Ωt)/Ω²,

where D is the polarization difference divided by its initial value. If all polarization starts on S1, the fraction found on S2 is

½(1 − D) = (b²/Ω²) sin²(Ωt/2).

For Δ = 0 the transfer is complete at t = π/|b|. For |Δ| ≫ |b| it hardly begins. The round parameters |d|/2π = 500 Hz and Δ/2π = 3 kHz serve throughout, unless another value is stated. With b = d the largest transfer is

0.5²/(0.5² + 3²) = 0.25/9.25 = 2.7 %.

The isolated pair oscillates within this limit and has no exchange rate.

### Adding the protons

The protons bring their mutual couplings H_II and their couplings to the rare spins,

Σ_ij 2A_ij S_iz I_jz,

where i = 1, 2 labels rare spins and I_jz belongs to proton j. H_II consists of the strong-field dipolar couplings between protons, each of the form of H_SS with its own coefficient; proton shifts are neglected. In the state αβ, S1z = ½ and S2z = −½, so the second term becomes Σ_j a_jI_jz with

a_j = A_1j − A_2j.

In βα it has the opposite sign. The protons therefore evolve under one of two Hamiltonians,

H₊ = H_II + Δ/2 + Σ_j a_jI_jz,
H₋ = H_II − Δ/2 − Σ_j a_jI_jz,

depending on the state of the rare pair. For protons held in fixed states, the splitting H₊ − H₋ is Δ plus a sum of terms ±a_j. A proton coupled equally to both rare spins has a_j = 0 and drops out of this sum, though it still acts on the other protons through H_II.

Now expand in b. At high temperature the proton state is the unit operator divided by its dimension N. Start in αβ. The first-order amplitude operator for arriving in βα at time t contains evolution under H₊ until a time s, one flip-flop with element −b/2, and evolution under H₋ afterwards:

X = (ib/2) ∫₀^t ds e^{−iH₋(t−s)} e^{−iH₊s}.

The transition probability is p = Tr(X†X)/N:

p = (b²/4N) ∫₀^t ds ∫₀^t ds′ Tr[e^{iH₊s′} e^{iH₋(t−s′)} e^{−iH₋(t−s)} e^{−iH₊s}].

The two middle exponentials combine to e^{iH₋(s−s′)}. The outer two combine under the trace to e^{−iH₊(s−s′)}. What appears is

G(τ) = Tr[e^{−iH₊τ} e^{iH₋τ}]/N, τ = s − s′.

This function is the free-induction signal of the zero-quantum (ZQ) coherence between αβ and βα, with the rare-spin flip-flop switched off and the protons fully active. Taking the complex conjugate of the trace shows that G(−τ) = G(τ)*. The double integral therefore reduces to 2∫₀^t (t−τ) Re G(τ) dτ, because a delay τ occurs over a length t − τ in each of the two time orders. Thus

p = (b²/2) ∫₀^t (t−τ) Re G(τ) dτ.

The reverse transition has G* in place of G and the same probability. Each transition reverses I_z, so D = 1 − 2p:

D(t) = 1 − b² ∫₀^t (t−τ) Re G(τ) dτ + O(b⁴).

Limit: without protons G = e^{−iΔτ}, and the integral is (1 − cos Δt)/Δ². This agrees with the isolated-pair result, D = 1 − (b²/Ω²)(1 − cos Ωt), to order b².

The formula needs no assumption about the size of the proton system. Take five protons with A_1j/2π = 7, −2, 3, 0.5, 1 kHz and A_2j/2π = 1, 2, 0.5, −1, −0.5 kHz. Let protons i and j be coupled by an operator of the form of H_SS, with coefficient 2π × 10 kHz/(i−j)², and set b/2π = 50 Hz. Diagonalizing the full Hamiltonian of seven spins gives a loss 1 − D of 4.657 × 10⁻⁴ after 200 μs. Evaluating the integral with G from the protons alone gives 4.658 × 10⁻⁴.

### From the signal to the rate

Write G(τ) = e^{−iΔτ}G_p(τ), so that G_p holds the influence of the protons. Rotate all protons by π about x. Every term of H_II is a product of two like spin components (xx, yy or zz), so H_II is unchanged. Every I_jz is reversed, which exchanges the two signs of a_j inside G_p. The same exchange results from complex conjugation. Hence G_p is real, and with G_p(−τ) = G_p(τ)* it is even.

Define the lineshapes

F(ω) = (1/π) Re ∫₀^∞ G(τ) e^{iωτ} dτ,
J(ω) = (1/π) ∫₀^∞ G_p(τ) cos ωτ dτ.

Inserting G shows that F(ω) = J(ω−Δ): the ZQ line is centred at the offset difference. Since G(−τ) = G(τ)*, F is also (1/2π) times the Fourier integral of G over all τ. Inversion at τ = 0 gives ∫F dω = G(0) = 1, so the line is normalized.

Differentiate D:

dD/dt = −b² ∫₀^t Re G(τ) dτ → −πb²F(0),

once t exceeds the time over which G decays. Define k through symmetric exchange,

dM1/dt = −k(M1 − M2), dM2/dt = −k(M2 − M1).

Subtraction shows that M1 − M2 decays at the rate 2k. Comparison of the slopes gives

**k = (π/2) b² F(0).**

The constant is π/2. Half of π appears because the difference decays twice as fast as polarization is exchanged in one direction.

This fixes an initial slope. For the slope to continue as an exponential, each short interval must start under the same conditions as the first, with no memory linking polarization to the proton configuration. The first requirement is that G decay quickly compared with 1/k. If some proton configurations bring the pair into resonance, there is a second: the protons must change their configuration quickly compared with 1/|b|, which sets the time scale on which a pair in resonance exchanges its polarization.

Frozen protons show that the first requirement is insufficient. A broad static spread of ZQ frequencies makes G decay, yet each configuration remains an isolated pair. At long times the oscillating terms average out, and the lost part of the difference is

1 − D = ∫ F(ω) b²/(ω² + b²) dω ≈ πF(0)|b|,

if |b| is much smaller than the width of F and zero frequency lies well inside the line, not in its wing. The loss first reaches this value after a time of order 1/|b|, then oscillates about it with slowly falling amplitude. Proton flips are needed to bring fresh configurations into resonance. If, for such a broad line, configurations last much longer than 1/|b|, each new one adds a loss of only about πF(0)|b|, and exchange is slower than the formula predicts, even if they last a short time compared with 1/k.

### Limit: a Lorentzian line

Let the ZQ coherence decay as e^{−Γτ}. Then F(0) = (1/π)Γ/(Γ² + Δ²), and the formula gives

2k = b²Γ/(Γ² + Δ²).

The equations of motion for the fictitious spin give the same result independently. Precession about (−b, 0, Δ), with transverse damping, reads

x′ = −Δy − Γx, y′ = Δx + bz − Γy, z′ = −by.

If z changes slowly, x′ and y′ can be set to zero. The first equation gives x = −Δy/Γ. The second gives y = bΓz/(Γ² + Δ²), and the third then gives z′ = −2kz with the rate above.

For fixed Δ ≠ 0, this rate rises with Γ until Γ = |Δ| and falls beyond it. Broadening first bridges the mismatch and then dilutes the spectral density at zero. For Δ = 0 the equations reduce to z″ + Γz′ + b²z = 0. The slow decay rate is

Γ/2 − √(Γ²/4 − b²) = (b²/Γ)(1 + b²/Γ² + …).

The correction is of relative order b²/Γ². For |b| > Γ/2 the roots are complex, polarization oscillates, and the rate description fails.

### A worked static rate

Let four protons shift the ZQ frequency by ±a_j, with a_j/2π = 6, 4, 2.5 and 1.5 kHz. Each flips at random with rate w = 10⁴ s⁻¹ in either direction. This classical model replaces the quantum dynamics of H_II.

For one proton, let u₊ and u₋ be the parts of the coherence belonging to its two states. They obey

u±′ = ∓ia u± − w u± + w u∓.

The sum u and difference v satisfy u′ = −iav and v′ = −iau − 2wv, so

u″ + 2wu′ + a²u = 0, u(0) = 1, u′(0) = 0,

u(τ) = e^{−wτ}[cosh sτ + (w/s) sinh sτ], s = √(w² − a²).

For a > w, s is imaginary and the bracket oscillates. Independent protons multiply, so G_p is the product of four such factors. Simpson quadrature of J at Δ gives F(0) = 7.42 μs. With b = d,

b² = (2π × 500 s⁻¹)² = 9.87 × 10⁶ s⁻²,
k = 1.571 × 9.87 × 10⁶ s⁻² × 7.42 × 10⁻⁶ s = 115 s⁻¹.

The difference decays with the time constant 1/(2k) = 4.3 ms. The proton memory lasts 1/(2w) = 50 μs. The early decay of G_p is 1 − ½τ²Σa_j², whose time scale (Σa_j²)^{−1/2} is about 20 μs. Both are far shorter than 4.3 ms, and the proton memory is also well below 1/|b| = 0.32 ms.

The same model can be solved without expansion in b. Each of the 16 proton configurations carries its own vector (x, y, z), which precesses while proton flips carry it between configurations. The slowest decay rate of these 48 linear equations is 2k. Numerical diagonalization gives a k that is 0.12 % below the formula for b = d and 0.03 % below it for b = d/2. Halving b reduces the deviation about fourfold, as a correction of relative order b² should.

## Part 2. The spinning sample

The symbols carried over are these. The rare spins have offset difference Δ and coupling b = dP2(cos θ). H₊ and H₋ govern the protons when the pair is in αβ or βα. G is the ZQ signal without the rare-spin flip-flop, F its normalized lineshape, and F(ω) = J(ω−Δ) with J even. The polarization difference, relative to its initial value, is D, and it decays at 2k. For a static pair k = (π/2)b²F(0), provided that G decays in a time much shorter than 1/k and the proton memory in a time much shorter than 1/|b|. The worked model has |d|/2π = 500 Hz, Δ/2π = 3 kHz and four flipping protons.

For a static, weakly coupled pair whose protons lose their memory fast enough, the exchange rate is k = (π/2) b² F(0), set by the zero-quantum lineshape at zero frequency. What remains is to find the rate when the sample spins and the rotor modulates the coupling, the rare-spin shifts and the proton couplings.

Numerical values quoted here were computed with a short program.
